# Depth of a nitride trap well and its missing p state: a numerical check

```python
# Result under test: an electron (effective mass m, in units of m_e) in a
# spherical well of radius a and depth V0 whose LOWEST level is E_b below the
# band edge obeys x cot x = -y, pi/2 < x < pi, with
#   x = k a, y = kappa a, V0 = E_b + C x^2/(m a^2), C = hbar^2/(2 m_e).
# A p state needs z0 = sqrt(m V0 a^2/C) > pi. For E_b = 1.5 eV, a = 0.3 nm,
# m = 0.5 the depth is near 5.3 eV and no p state is bound.
# Energies in eV, lengths in nm. The independent road is diagonalization of a
# finite-volume radial Hamiltonian, which allows a different mass in the core.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal, solve_banded
from scipy.optimize import brentq
from scipy.special import spherical_jn

C = const.hbar**2 / (2 * const.m_e) / const.e * 1e18
E_b, a, m = 1.5, 0.3, 0.5


def ground_x(y):
    """Root of x cot x = -y on the branch of the nodeless s state."""
    return brentq(lambda x: x * np.cos(x) + y * np.sin(x), np.pi / 2, np.pi)


def depth_formula(radius):
    x_root = ground_x(radius * np.sqrt(m * E_b / C))
    return E_b + C * x_root**2 / (m * radius**2)


def radial_matrix(l, depth, radius=a, m_in=m, m_out=m, tail=0.0, box=6.0):
    """Diagonal, off-diagonal and cell centres; tail/r is attraction outside."""
    cells_in = 100
    h = radius / cells_in
    n = int(round(box / h))
    faces = h * np.arange(n + 1)
    r = faces[:-1] + h / 2
    inside = np.arange(n) < cells_in
    mass = np.where(inside, m_in, m_out)
    volume = (faces[1:]**3 - faces[:-1]**3) / 3
    link = C * faces[1:-1]**2 / (h * (mass[1:] + mass[:-1]) / 2)
    wall = C * faces[-1]**2 / (m_out * h / 2)
    diag = (np.append(0.0, link) + np.append(link, wall)) / volume
    diag += C * l * (l + 1) * h / (mass * volume)
    diag += np.where(inside, -depth, -tail / r)
    off = -link / np.sqrt(volume[1:] * volume[:-1])
    return diag, off, r


def levels(l, depth, count=1, **options):
    diag, off, _ = radial_matrix(l, depth, **options)
    return eigh_tridiagonal(diag, off, eigvals_only=True, select='i',
                            select_range=(0, count - 1))


# Depth from the binding energy
kappa = np.sqrt(m * E_b / C)
y = kappa * a
x = ground_x(y)
V0 = depth_formula(a)
z0 = np.sqrt(m * V0 * a**2 / C)
s_levels = levels(0, V0, 2)
assert abs(s_levels[0] + E_b) < 3e-3
assert s_levels[1] > 0
assert abs(V0 - 5.3) < 0.1

# No p state: sign argument, threshold and direct diagonalization
x_grid = np.linspace(0.01, np.pi - 0.001, 2000)
assert np.all(spherical_jn(0, x_grid) > 0)
assert np.all(spherical_jn(1, x_grid) > 0)
p_side_at_z0 = z0 * spherical_jn(0, z0) / spherical_jn(1, z0)
V_p = C * np.pi**2 / (m * a**2)
V_p_numeric = brentq(lambda v: levels(1, v)[0], 4, 14, xtol=1e-5)
assert abs(V_p_numeric - V_p) < 0.02
assert z0 < np.pi and V0 < V_p
p_lowest_box = levels(1, V0, box=15.0)[0]
assert p_lowest_box > 0 and levels(2, V0, box=15.0)[0] > 0

# The p matching condition where a p state does exist
V_test = 12.0


def p_mismatch(binding):
    xi = a * np.sqrt(m * (V_test - binding) / C)
    yi = a * np.sqrt(m * binding / C)
    return (xi * spherical_jn(0, xi) * (1 + yi)
            + yi**2 * spherical_jn(1, xi))


p_binding = brentq(p_mismatch, 1e-6, V_test - C * np.pi**2 / (m * a**2))
p_binding_numeric = -levels(1, V_test)[0]
assert abs(p_binding - p_binding_numeric) < 0.01

# The excluded branch: the 1.5 eV level as an excited s state
x2 = brentq(lambda t: t * np.cos(t) + y * np.sin(t), 1.5 * np.pi, 2 * np.pi)
V_second = E_b + C * x2**2 / (m * a**2)
second_levels = levels(0, V_second, 2)
assert abs(second_levels[1] + E_b) < 0.03
assert second_levels[0] < -E_b - 1 and levels(1, V_second)[0] < 0

# Radius at which a p state first appears for the same E_b and mass
x_c = brentq(lambda t: t - np.pi * np.sin(t), np.pi / 2, 3.0)
y_c = -x_c / np.tan(x_c)
a_c = y_c / kappa
assert abs(levels(1, depth_formula(a_c), radius=a_c)[0]) < 0.01
assert levels(1, depth_formula(1.1 * a_c), radius=1.1 * a_c)[0] < 0
assert levels(1, depth_formula(0.9 * a_c), radius=0.9 * a_c)[0] > 0

# Neglected effect: other masses. Each rule gives (core mass, outside mass).
gap = 5.0
core_mass = 1.0


def heavy_core(depth, energy):
    return core_mass, m


def two_band(depth, energy):
    return m * (1 + (energy + depth) / gap), m * (1 + energy / gap)


def refit(rule):
    def s_error(v):
        mi, mo = rule(v, -E_b)
        return levels(0, v, m_in=mi, m_out=mo)[0] + E_b

    def p_edge(v):
        mi, mo = rule(v, 0.0)
        return levels(1, v, m_in=mi, m_out=mo)[0]

    depth = brentq(s_error, 1.6, 12, xtol=1e-5)
    threshold = brentq(p_edge, 1.0, 20, xtol=1e-5)
    mi, mo = rule(depth, -E_b)
    xi = a * np.sqrt(mi * (depth - E_b) / C)
    yi = a * np.sqrt(mo * E_b / C)
    assert abs(xi / np.tan(xi) - 1 + mi / mo * (1 + yi)) < 0.02
    assert depth < threshold
    return depth, threshold, mi, mo


V_heavy, Vp_heavy, _, _ = refit(heavy_core)
V_band, Vp_band, mi_band, mo_band = refit(two_band)

# Neglected effect: Coulomb tail of a positively charged empty trap
permittivity = 7.0
tail = const.e / (4 * np.pi * const.epsilon_0 * permittivity) * 1e9
V_tail = brentq(lambda v: levels(0, v, tail=tail)[0] + E_b, 0.5, 12, xtol=1e-5)
p_tail = levels(1, V_tail, tail=tail, box=15.0)[0]
p_hydrogenic = -m * tail**2 / (16 * C)
assert p_tail < 0.98 * p_hydrogenic < 0

# Neglected effect: electric field (1 MV/cm = 0.1 V/nm)
diag0, off0, r = radial_matrix(0, V0)
energy0, vector0 = eigh_tridiagonal(diag0, off0, select='i',
                                    select_range=(0, 0))
state = vector0[:, 0]
r2_mean = np.sum(state**2 * r**2)
diag1, off1, _ = radial_matrix(1, V0)
banded = np.zeros((3, len(r)))
banded[0, 1:], banded[1], banded[2, :-1] = off1, diag1 - energy0[0], off1
response = solve_banded((1, 1), banded, r * state)
F_high, F_low = 5.0, 1.0
stark = -(0.1 * F_high)**2 / 3 * np.dot(r * state, response)
stark_bound = (0.1 * F_high)**2 * r2_mean / (3 * E_b)
assert 0 < -stark < stark_bound

speed = const.hbar * (x / a * 1e9) / (m * const.m_e)
attempt = speed / (2 * a * 1e-9)


def tunnel_exponent(field):
    return 4 * kappa * E_b / (3 * 0.1 * field)


for field in (F_high, F_low):
    slope = 0.1 * field
    action = quad(lambda s: 2 * np.sqrt(m * max(E_b - slope * s, 0.0) / C),
                  0, E_b / slope)[0]
    assert abs(action / tunnel_exponent(field) - 1) < 1e-5
time_high = np.exp(tunnel_exponent(F_high)) / attempt
time_low = np.exp(tunnel_exponent(F_low)) / attempt

# Neglected effect: temperature of use
T_use, thermal_attempt = 358.0, 1e13
kT = const.k * T_use / const.e
time_thermal = np.exp(E_b / kT) / thermal_attempt

print(f"Input: binding energy {E_b} eV, radius {a} nm, mass {m} m_e")
print(f"C = hbar^2/(2 m_e) = {C:.5f} eV nm^2; C/m = {C/m:.5f} eV nm^2")
print(f"kappa = {kappa:.4f} 1/nm; y = kappa a = {y:.4f}")
print(f"x = k a = {x:.4f}; k = {x/a:.4f} 1/nm")
print(f"Kinetic energy in well C x^2/(m a^2) = {V0-E_b:.3f} eV")
print(f"Well depth V0 = {V0:.3f} eV; strength z0 = {z0:.4f}")
print(f"Diagonalized lowest s level at this V0 = {s_levels[0]:.4f} eV")
print(f"p threshold depth, formula = {V_p:.3f} eV")
print(f"p threshold depth, diagonalization = {V_p_numeric:.3f} eV")
print(f"V0 / p threshold = {V0/V_p:.3f}")
print(f"x j0/j1 at x = z0: {p_side_at_z0:.3f} (positive)")
print(f"Lowest p energy in a 15 nm box = {p_lowest_box:.4f} eV")
print(f"Test well {V_test} eV: p binding, matching = {p_binding:.3f} eV")
print(f"Test well: p binding, diagonalized = {p_binding_numeric:.3f} eV")
print(f"Excluded branch: x = {x2:.4f}, depth = {V_second:.2f} eV")
print(f"Excluded branch: lowest s level = {second_levels[0]:.2f} eV")
print(f"Critical x = {x_c:.4f}, y = {y_c:.4f}, radius = {a_c:.3f} nm")
for radius in (0.25, 0.35):
    v = depth_formula(radius)
    print(f"Radius {radius} nm: depth = {v:.2f} eV, "
          f"z0 = {radius*np.sqrt(m*v/C):.3f}")
print(f"Core mass {core_mass} m_e: depth = {V_heavy:.2f} eV, "
      f"p threshold = {Vp_heavy:.2f} eV")
print(f"Two-band mass, rough gap {gap} eV: depth = {V_band:.2f} eV, "
      f"p threshold = {Vp_band:.2f} eV")
print(f"Two-band masses at the level: core {mi_band:.3f} m_e, "
      f"outside {mo_band:.3f} m_e")
print(f"Charged trap, rough permittivity {permittivity}: "
      f"refitted depth = {V_tail:.2f} eV")
print(f"Charged trap: lowest p level = {p_tail:.4f} eV "
      f"(hydrogenic 2p {p_hydrogenic:.4f} eV)")
print(f"Mean square radius of s state = {r2_mean:.4f} nm^2")
print(f"Stark shift at {F_high} MV/cm = {1000*stark:.2f} meV, "
      f"bound on size {1000*stark_bound:.2f} meV")
print(f"Tunnelling attempt rate v/(2a) = {attempt:.1e} 1/s (rough)")
print(f"Tunnel exponent at {F_high} MV/cm = {tunnel_exponent(F_high):.1f}, "
      f"time about {time_high:.0e} s")
print(f"Tunnel exponent at {F_low} MV/cm = {tunnel_exponent(F_low):.1f}, "
      f"time about {time_low:.0e} s")
print(f"At {T_use} K: kT = {kT:.4f} eV, E_b/kT = {E_b/kT:.1f}")
print(f"Thermal emission time, rough attempt rate {thermal_attempt:.0e} 1/s: "
      f"about {time_thermal:.0e} s")
print("ALL CHECKS PASSED")
```

Output:

```
Input: binding energy 1.5 eV, radius 0.3 nm, mass 0.5 m_e
C = hbar^2/(2 m_e) = 0.03810 eV nm^2; C/m = 0.07620 eV nm^2
kappa = 4.4368 1/nm; y = kappa a = 1.3310
x = k a = 2.1294; k = 7.0981 1/nm
Kinetic energy in well C x^2/(m a^2) = 3.839 eV
Well depth V0 = 5.339 eV; strength z0 = 2.5112
Diagonalized lowest s level at this V0 = -1.5002 eV
p threshold depth, formula = 8.356 eV
p threshold depth, diagonalization = 8.356 eV
V0 / p threshold = 0.639
x j0/j1 at x = z0: 1.420 (positive)
Lowest p energy in a 15 nm box = 0.0068 eV
Test well 12.0 eV: p binding, matching = 2.191 eV
Test well: p binding, diagonalized = 2.191 eV
Excluded branch: x = 4.9739, depth = 22.45 eV
Excluded branch: lowest s level = -16.68 eV
Critical x = 2.3137, y = 2.1251, radius = 0.479 nm
Radius 0.25 nm: depth = 6.69 eV, z0 = 2.343
Radius 0.35 nm: depth = 4.48 eV, z0 = 2.683
Core mass 1.0 m_e: depth = 4.22 eV, p threshold = 5.46 eV
Two-band mass, rough gap 5.0 eV: depth = 4.86 eV, p threshold = 5.34 eV
Two-band masses at the level: core 0.836 m_e, outside 0.350 m_e
Charged trap, rough permittivity 7.0: refitted depth = 5.08 eV
Charged trap: lowest p level = -0.0354 eV (hydrogenic 2p -0.0347 eV)
Mean square radius of s state = 0.0857 nm^2
Stark shift at 5.0 MV/cm = -2.85 meV, bound on size 4.76 meV
Tunnelling attempt rate v/(2a) = 2.7e+15 1/s (rough)
Tunnel exponent at 5.0 MV/cm = 17.7, time about 2e-08 s
Tunnel exponent at 1.0 MV/cm = 88.7, time about 1e+23 s
At 358.0 K: kT = 0.0309 eV, E_b/kT = 48.6
Thermal emission time, rough attempt rate 1e+13 1/s: about 1e+08 s
ALL CHECKS PASSED
```
